# Comment on unlimited blue-shifting of emission from oxidised silicon nanocrystals

**The argument under comment.** The manuscript considers porous silicon whose nanocrystals are thinned by etching and then oxidised in air. It argues as follows. An electron and a hole confined in a sphere of radius \(R\) each gain a confinement energy that grows as \(R\) falls. The emitted photon carries the bulk gap plus both energies. Every further loss of silicon must therefore move the emission to higher energy, and a sample whose emission stays in the orange has stopped shrinking.

The first two sentences are sound for confined carriers, apart from their mutual attraction, which is considered later, and the energy of any phonon emitted together with the photon, which the indirect gap of silicon makes common. The inference needs one more premise: that the carriers which recombine are still the confined ones. I examine the confinement first and then that premise.

**What is correct: confined levels rise.** Count electron energies upwards from the bulk conduction edge and hole energies downwards from the valence edge, so that both are positive. Take one isotropic mass \(m\) per carrier, the same in dot and oxide, and a barrier \(V_0\) outside the sphere. For an s state write \(\psi=u(r)/(\sqrt{4\pi}\,r)\). Then \(u\) obeys a one-dimensional equation with \(u(0)=0\), so that

\[
u=A\sin kr\ (r<R),\qquad u=Be^{-\kappa r}\ (r>R),
\]
\[
k=\frac{\sqrt{2mE}}{\hbar},\qquad \kappa=\frac{\sqrt{2m(V_0-E)}}{\hbar}.
\]

With equal masses, \(u\) and \(u'\) are continuous at \(R\). Dividing the two conditions gives \(k\cot kR=-\kappa\). The cotangent is negative, so the lowest solution has \(\pi/2<kR<\pi\). Moreover,

\[
\sin^2 kR=\frac{1}{1+\cot^2kR}=\frac{k^2}{k^2+\kappa^2}=\frac{E}{V_0}.
\]

In that interval the sine is positive and the angle is \(\pi\) minus the arcsine, hence

\[
R(E)=\frac{\pi-\arcsin\sqrt{E/V_0}}{k}. \tag{1}
\]

As \(E\) increases, the numerator falls and the denominator grows, so \(R\) falls. Read backwards, a smaller dot has a higher confined level for as long as that level is bound. For \(V_0\to\infty\), equation (1) gives the hard-wall result \(E=\hbar^2\pi^2/(2mR^2)\).

**What is missing: the surface orbital.** Oxidation can leave a silicon atom at the surface double-bonded to oxygen. Suppose this group supplies an orbital \(|L\rangle\) at energy \(\varepsilon\). The orbital occupies a bond, not the whole dot, so I take \(\varepsilon\) as independent of \(R\). This is an assumption about the chemistry, and the conclusion rests on it.

Let \(H_0\) describe the dot and its barrier, with lowest level \(E_1(R)\). Let \(|\chi\rangle\) be a normalised function filling one atomic volume at the dot surface. For each carrier,

\[
H=H_0+\varepsilon|L\rangle\langle L|+t\left(|L\rangle\langle\chi|+|\chi\rangle\langle L|\right). \tag{2}
\]

The mean energy of any trial state is an upper bound to the lowest level \(E_-\). The confined ground state gives \(E_1\), and \(|L\rangle\) gives \(\varepsilon\); the coupling has no mean value in either. The coupling term has eigenvalues \(\pm t\) and zero, so it can lower a mean energy by at most \(|t|\). Together,

\[
\min(E_1,\varepsilon)-|t|\le E_-\le\min(E_1,\varepsilon). \tag{3}
\]

The confined level may rise as far as it likes; the lowest level cannot follow it past \(\varepsilon\).

**How the pinning works.** Write the eigenstate as \(c|L\rangle+|\phi\rangle\), with \(|\phi\rangle\) in the dot space. Projecting \(H\Psi=E\Psi\) on the two parts gives

\[
\varepsilon c+t\langle\chi|\phi\rangle=Ec,\qquad H_0|\phi\rangle+tc|\chi\rangle=E|\phi\rangle .
\]

The second equation gives \(|\phi\rangle=tc\,(E-H_0)^{-1}|\chi\rangle\), provided \(E\) is not a level of \(H_0\). Inserting this in the first and dividing by \(c\neq0\),

\[
E=\varepsilon+t^2\langle\chi|(E-H_0)^{-1}|\chi\rangle. \tag{4}
\]

For \(E<E_1\) the last term is negative: the dot states push the local level down. Define \(Q=\langle\chi|(E-H_0)^{-2}|\chi\rangle\). Normalisation requires \(c^2(1+t^2Q)=1\), so the weight on the local orbital is

\[
w=c^2=\frac{1}{1+t^2Q}.
\]

Now change \(\varepsilon\) by \(d\varepsilon\) and shift all dot levels rigidly by \(ds\). The resolvent depends on \(E-s\), and its derivative with respect to that argument is \(-Q\). Equation (4) then gives

\[
dE=d\varepsilon-t^2Q\,(dE-ds)
\;\Rightarrow\;
dE=w\,d\varepsilon+(1-w)\,ds. \tag{5}
\]

A state that is mostly local thus passes on only the small fraction \(1-w\) of a rise in the dot levels. Real shrinking is not a rigid shift, since it also changes the wave functions at the surface. Equation (5) explains the mechanism, but the size dependence has to be computed from (2).

**One trap is not enough.** Applying (3) to both carriers and adding the bulk gap \(E_g\),

\[
E_{\rm pair}\le E_g+\min(E_{e1},\varepsilon_e)+\min(E_{h1},\varepsilon_h)\le E_g+\varepsilon_e+\varepsilon_h. \tag{6}
\]

If there is an electron orbital but no hole orbital, the bound becomes \(E_g+\varepsilon_e+E_{h1}(R)\), which still rises. The blue-shift is then slowed, not stopped. A size-independent cap of this kind needs a local level for each carrier.

Electron-hole attraction does not remove the cap. Let \(J\ge0\) be the mean attraction in the trial pair \(|L_eL_h\rangle\). The same variational argument gives \(E_{\rm pair}\le E_g+\varepsilon_e+\varepsilon_h-J\).

**Numbers for a room-temperature dot.** Take \(E_g=1.12\) eV, masses of 0.26 (electron) and 0.40 (hole) free-electron masses, and barriers of 3.1 and 4.5 eV. Both local orbitals lie 0.50 eV from their band edge, with \(t=0.50\) eV and an atomic volume of 0.020 nm³. The cap is

\[
1.12+0.50+0.50=2.12\ \text{eV},
\]

or 585 nm.

Setting \(E=\varepsilon\) in (1) gives the diameter at which each carrier changes character. With \(\hbar^2/2m_0=0.0381\) eV nm², the electron has \(k=\sqrt{0.50\times0.26/0.0381}=1.85\) nm⁻¹, and \(\arcsin\sqrt{0.50/3.1}=0.413\). Therefore

\[
d_e=\frac{2(3.142-0.413)}{1.85}\approx2.95\ \text{nm}.
\]

The same steps give \(d_h\approx2.45\) nm for the hole. Without electron-hole attraction, both carriers are confined above 2.95 nm; between the two diameters the electron is trapped; below 2.45 nm both are. The coupling lowers the local levels slightly and moves the crossovers to about 3.0 and 2.5 nm.

Diagonalising (2) on a grid, with all other parameters fixed, gives these lowest pair energies in eV, without electron-hole attraction:

| \(d\) (nm) | no traps | electron trap | both traps |
|---|---|---|---|
| 4.0 | 1.62 | 1.62 | 1.62 |
| 3.0 | 1.95 | 1.95 | 1.95 |
| 2.5 | 2.27 | 2.09 | 2.08 |
| 2.0 | 2.79 | 2.32 | 2.09 |
| 1.5 | 3.75 | 2.76 | 2.09 |

At 1.5 nm the last column is \(1.12+0.485+0.481=2.086\) eV, below the bound of 2.12 eV as it must be. From 2.0 to 1.5 nm the pair without traps gains 0.96 eV (0.963 from equation (1), 0.965 on the grid) and the pair with an electron trap 0.44 eV. With both traps the change is 0.9 meV on the grid. The grid, of step 1/24 nm, places each pinned level 1 to 2 meV too low: in the converged limit the 1.5 nm entry is 2.089 eV and the change is 0.8 meV. The last digit of the table is uncertain to this extent.

The electron at 3.0 nm shows the crossover itself. Its local weight on this grid is 0.594. So close to the crossover, an error of 1 meV in the separation of the two uncoupled levels changes this weight by about 0.04. The grid error is of this size: the converged weight is about 0.53, so only "roughly half" is meaningful. On the same grid, small imposed shifts of the local orbital and of the dot levels are passed on by factors of 0.594 and 0.406, as (5) requires. At 1.5 nm the local weight is 0.997.

The 15 meV by which this electron level lies below \(\varepsilon_e\) at 1.5 nm does not come mainly from the lowest confined state. That state couples by 26.7 meV across a separation of \(1.478-0.485=0.993\) eV, which gives a second-order shift of \(0.0267^2/0.993\approx0.7\) meV. By (4) the shift is a sum over dot states, so the higher ones supply all the rest. Most of that comes from states above the barrier, where a single effective mass is unreliable, so the 15 meV belongs to the model and is not a prediction for silicon. These figures are grid values; converged, the shift is 13.5 meV, of which 11.6 meV comes from above the barrier, and the coupling is 25.3 meV.

**Comparison with real porous silicon.** The masses and barriers are rough typical values. The local energies and \(t\) are round choices that place the cap near the orange-red emission, roughly 2 eV, familiar from oxidised porous silicon. The agreement in colour is therefore built in and does not identify the surface group. What the model adds is the dependence on size. Several of its assumptions fail in real crystals:

- *Parabolic bands* exaggerate confinement in the smallest dots. A nonparabolicity of 0.5 eV⁻¹ moves the electron crossover from 2.95 to between about 2.6 and 2.75 nm, depending on how the wave function is matched at the surface, so the 3.75 eV entry should not be taken as a prediction. The anisotropic electron mass and an oxide mass of 0.50 lower the confined electron at 3.0 nm by about 0.02 and 0.05 eV.
- *Attraction*, omitted from the table, is about 0.13 eV for the confined pair at 3.0 nm and 0.22 eV at 1.5 nm if it is screened everywhere as in bulk silicon. The weaker screening in the oxide would increase it. Two carriers trapped on the same surface bond attract much more strongly: for orbitals of one atomic volume 0.15 nm apart, the same bulk screening gives about 0.7 eV. The bound of 2.12 eV still holds, but with these local energies the plateau of such a compact pair would lie well below it, and, with attraction taken to first order, the pair would be trapped below about 4.5 nm, where both confined levels still lie below the local ones. The range with only the electron trapped would then disappear. To keep the emission near 2 eV, the local energies would have to be chosen higher.
- *Dielectric charging* is the most direct threat to a constant \(\varepsilon\). With permittivities of 11.7 and 3.9 it is 0.16 eV for a charge at the centre of a 1.5 nm dot, and it varies as \(1/R\). A charge at the surface has a further image energy, which depends strongly on its exact position, so the central value serves only as a scale for the change with size. Between 2.0 and 1.5 nm it could add \(0.16\times(1-0.75)\approx0.04\) eV per carrier, or 0.08 eV per pair, if nothing cancelled it. The value 3.9 assumes a thick oxide; in air-filled pores the outer permittivity is nearer 1 to 2, and the change grows to between 0.10 and 0.22 eV per carrier. The opposite charges of a compact pair cancel the \(1/R\) term: for charges 0.10 and 0.25 nm below the surface, the pair energy changes by less than 0.01 eV for any outer permittivity from 1 to 3.9. The plateau may thus drift more than the computed 0.9 meV, but for a compact neutral pair far less than the 0.96 eV of the trap-free dot. A single trapped charge has no such protection.
- *Bond vibrations* of 0.13 eV, with an assumed Huang-Rhys factor of 1, put the mean photon energy 0.13 eV below that of the transition that leaves no vibrational quantum behind. A Gaussian with the same spread would have a full width at half maximum of about 0.31 eV.

The last point limits what is capped. Inequality (6) bounds the lowest electronic pair energy, not each photon. Quanta left in the vibration take energy from the photon, so this broadening extends mainly to lower energies. Only a vibration that is already excited can add energy, which is rare for a quantum of 0.13 eV at room temperature. Thermal occupation of confined levels can also give photons above the lowest pair energy near a crossover, where the splitting is smaller than the thermal energy of 26 meV. By 2.5 nm the confined electron population, with six valleys counted, is only about 0.6% of the local one.

**Requested correction.** The claim of a continuing blue-shift should be restricted to surfaces that lack a local level for at least one carrier, or to dots large enough that a pair with at least one confined carrier, attraction included, lies below the trapped pair at \(E_g+\varepsilon_e+\varepsilon_h-J\). Comparing each carrier's confined and local level separately is not enough, since \(J\) can trap the pair while both confined levels lie below the local ones. It could also survive if carriers recombined before reaching the local orbitals, or if \(\varepsilon_e+\varepsilon_h\) itself rose on shrinking. Neither is shown in the manuscript.

The inference from a constant colour to a constant size should be withdrawn. In the capped regime the emission energy hardly depends on the diameter, so size must be measured by other means. The confined levels do continue upwards: adding one orbital to \(H_0\) leaves the second level of \(H\) at or above \(E_1\). A widening separation between these higher transitions and a stationary emission line would support the trapping picture. Their strengths, and the brightness of the trapped pair, lie outside this energy argument.

## Computed values

```
Inputs: bulk gap 1.12 eV, temperature 300 K
electron: mass 0.26 m0, barrier 3.1 eV, local orbital 0.50 eV
hole: mass 0.40 m0, barrier 4.5 eV, local orbital 0.50 eV
coupling t 0.50 eV, atomic volume 0.020 nm^3, ball radius 0.168 nm
hbar^2/(2 m0) = 0.03810 eV nm^2
cap on pair energy = 2.12 eV = 585 nm wavelength
electron crossover diameter: bare orbital 2.95 nm, dressed orbital 3.01 nm
hole crossover diameter: bare orbital 2.45 nm, dressed orbital 2.50 nm
Levels (eV): d/nm, electron confined, lowest, local weight; hole same
4.0  0.293 0.293 0.0003  ; 0.204 0.204 0.0001
3.5  0.372 0.372 0.0014  ; 0.261 0.261 0.0002
3.0  0.487 0.480 0.5938  ; 0.346 0.346 0.0011
2.5  0.664 0.484 0.9946  ; 0.481 0.474 0.5259
2.0  0.956 0.485 0.9967  ; 0.711 0.480 0.9940
1.5  1.478 0.485 0.9974  ; 1.154 0.481 0.9961
Pair energy (eV): d/nm, no traps, electron trap only, both traps
4.0  1.617  1.617  1.617
3.5  1.753  1.753  1.753
3.0  1.954  1.946  1.946
2.5  2.265  2.085  2.078
2.0  2.787  2.316  2.085
1.5  3.752  2.759  2.086
change from 2.0 to 1.5 nm: no traps +0.965 eV, one +0.443 eV, both +0.9 meV
coupling to lowest electron state at 3.0 nm: 6.1 meV
coupling to lowest electron state at 1.5 nm: 26.7 meV
3.0 nm electron: dE/d(eps) 0.5938, dE/d(dot shift) 0.4062, weight formula 0.5938
grid refinement changes pinned level by 0.64 meV
line pair model: traps 0.544 eV, no traps 1.396 eV, bound 0.590 eV (gap omitted)
Neglected effects:
anisotropic mass (0.92, 0.19 m0), electron at 3.0 nm: -0.019 eV
oxide mass 0.50 m0, electron at 3.0 nm: -0.052 eV
nonparabolicity 0.5 /eV: electron crossover moves to 2.60 nm
permittivities: silicon 11.7, oxide 3.9
confined pair attraction: 0.130 eV at 3.0 nm, 0.224 eV at 1.5 nm
dielectric charging energy per carrier at 1.5 nm: 0.164 eV
thermal energy 25.9 meV; confined/local electron population at 2.5 nm: 5.8e-03
vibration 0.13 eV, Huang-Rhys factor 1.0: relaxation 0.13 eV, line width 0.31 eV
```
